# Stoney's formula for the bow of an ion-damaged silicon wafer: a program that tests the result

```python
"""Curvature of a silicon wafer with a thin, stressed, ion-damaged layer.

Result under test: R = M h^2 / (6 S t), with
  R  radius of curvature, M  biaxial modulus of the wafer,
  h  total wafer thickness, t  layer thickness,
  S  magnitude of the compressive layer stress with the wafer held flat.
Depth coordinate z starts at mid-plane and points to the damaged face.
Positive curvature makes that face convex. SI units are used internally.
"""
import numpy as np
from scipy.constants import g
from scipy.optimize import fsolve

S, t, h, M = 1e9, 100e-9, 775e-6, 180e9
diameter = 0.300
a = diameter / 2
nu = 0.28                       # rough Poisson ratio
C11, C12, C44 = 166e9, 64e9, 80e9  # rough silicon elastic constants
density = 2330.0                # rough, kg/m^3
alpha = 2.6e-6                  # rough thermal expansion, 1/K
conductivity = 150.0            # rough, W/(m K)
heat_flux = 1e4                 # 1 W/cm^2


def release(pieces):
    """Mid-plane strain and curvature from zero force and zero moment.

    Each piece is (lower z, upper z, modulus, held-flat stress function).
    """
    nodes, weights = np.polynomial.legendre.leggauss(60)
    matrix, load = np.zeros((2, 2)), np.zeros(2)
    for low, high, modulus, stress in pieces:
        z = (low + high) / 2 + (high - low) / 2 * nodes
        w = weights * (high - low) / 2
        matrix += modulus * np.array([[w.sum(), w @ z],
                                      [w @ z, w @ z**2]])
        held = stress(z)
        load -= np.array([w @ held, w @ (z * held)])
    return np.linalg.solve(matrix, load)


def zero(z):
    return 0 * z


def layered(thickness, layer_modulus):
    cut = h / 2 - thickness
    return release([(-h / 2, cut, M, zero),
                    (cut, h / 2, layer_modulus, lambda z: -S + 0 * z)])


# Stoney formula against direct force and moment balance
R = M * h**2 / (6 * S * t)
k0 = 1 / R
e0, k_balance = layered(t, M)
assert k_balance > 0
assert abs(k_balance / k0 - 1) < 2 * t / h
assert np.isclose(k_balance, 6*S*t*(h-t)/(M*h**3), rtol=1e-8)
assert np.isclose(e0, S*t/(M*h), rtol=1e-8)
thick = h / 10
k_thick = layered(thick, M)[1]
assert np.isclose(k_thick, 6*S*thick*(h-thick)/(M*h**3), rtol=1e-8)
thick_error = 6*S*thick/(M*h**2) / k_thick - 1
assert thick_error > 0.05       # thin-layer formula must fail here
k_soft = layered(t, 0.7 * M)[1]
assert abs(k_soft / k_balance - 1) < 5 * t / h

# Stress left after release, and the stress-free plane
relaxation = M * (e0 + k_balance * (h - t) / 2) / S
under_layer = M * (e0 + k_balance * (h / 2 - t))
neutral_depth = h / 2 + e0 / k_balance
assert np.isclose(relaxation, 4*t/h, rtol=5*t/h)
assert np.isclose(under_layer, 4*S*t/h, rtol=5*t/h)
assert np.isclose(neutral_depth, 2*h/3, rtol=5*t/h)

# Same force per width in a buried Gaussian damage profile
profile_depth, centre, width = 200e-9, 60e-9, 25e-9


def shape(z):
    return np.exp(-((h / 2 - z - centre) / width)**2 / 2)


depth_grid = np.linspace(0, profile_depth, 4001)
area = np.trapezoid(shape(h/2-depth_grid), depth_grid) if hasattr(
    np, "trapezoid") else np.trapz(shape(h/2-depth_grid), depth_grid)
peak = S * t / area
cut = h / 2 - profile_depth
k_profile = release([(-h/2, cut, M, zero),
                     (cut, h/2, M, lambda z: -peak * shape(z))])[1]
assert abs(k_profile / k0 - 1) < 2 * profile_depth / h
assert peak > 1.2 * S

# Biaxial modulus from the full cubic stiffness tensor
stiffness = np.zeros((3, 3, 3, 3))
for i in range(3):
    for j in range(3):
        stiffness[i, i, j, j] = C11 if i == j else C12
        if i != j:
            stiffness[i, j, i, j] = stiffness[i, j, j, i] = C44


def plane_stresses(axes):
    """In-plane stress for unit equal-biaxial strain and free surfaces."""
    c = np.einsum('ai,bj,ck,dl,ijkl->abcd', axes, axes, axes, axes,
                  stiffness, optimize=True)
    modes = []
    for p, q in [(2, 2), (0, 2), (1, 2)]:
        strain = np.zeros((3, 3))
        strain[p, q] = strain[q, p] = 1
        modes.append(np.einsum('ijkl,kl->ij', c, strain))
    base = np.einsum('ijkl,kl->ij', c, np.diag([1., 1., 0.]))
    system = np.array([m[:, 2] for m in modes]).T
    amount = np.linalg.solve(system, -base[:, 2])
    return base + sum(x * m for x, m in zip(amount, modes))


M001 = C11 + C12 - 2 * C12**2 / C11
for angle in (0, 0.3, np.pi / 4):
    c, s = np.cos(angle), np.sin(angle)
    stress = plane_stresses(np.array([[c, s, 0], [-s, c, 0], [0, 0, 1]]))
    assert np.allclose(stress[:2, :2], M001*np.eye(2), atol=1e-8*M001)
axes111 = np.array([[1, -1, 0], [1, 1, -2], [1, 1, 1]], float)
axes111 /= np.linalg.norm(axes111, axis=1)[:, None]
M111 = plane_stresses(axes111)[0, 0]
assert M111 > 1.1 * M001

# Bow against the exact height of a spherical cap
bow = diameter**2 / (8 * R)
assert np.isclose(bow, R - np.sqrt(R**2 - a**2), rtol=1e-6)

# Polynomial basis for slopes and radial displacements, x = r/a
nodes, weights = np.polynomial.legendre.leggauss(40)
x, wx = (nodes + 1) / 2, weights / 2
powers = 2 * np.arange(5) + 1
basis = x[:, None]**powers
ratio = x[:, None]**(powers - 1)
slope = powers * ratio
measure = wx * x


def plate_equations(values, drive):
    """Gradient of stretching plus bending energy minus moment work.

    Deflection is scaled by h and radial displacement by h^2/a.
    """
    p, q = values[:5], values[5:]
    tilt, tilt_r, tilt_d = basis @ p, ratio @ p, slope @ p
    er, et = slope @ q + tilt**2 / 2, ratio @ q
    nr, nt = 2 * (er + nu * et), 2 * (et + nu * er)
    bend = ((tilt_d + nu * tilt_r)[:, None] * slope
            + (tilt_r + nu * tilt_d)[:, None] * ratio) / 6
    work = drive * (1 + nu) / 6 * (slope + ratio)
    gp = measure @ ((nr * tilt)[:, None] * basis + bend - work)
    gq = measure @ (nr[:, None] * slope + nt[:, None] * ratio)
    return np.concatenate([gp, gq])


drive = k0 * a**2 / h
start = np.zeros(10)
start[0] = drive
solution = fsolve(plate_equations, start, args=(drive,), xtol=1e-12)
assert np.max(abs(plate_equations(solution, drive))) < 1e-9
nonlinear_loss = 1 - solution[:5].sum() / drive
K = drive / 4
assert np.isclose(nonlinear_loss, (1 - nu) * K**2, rtol=0.02)

# Gravity sag on an edge ring, by an independent energy calculation
q_weight = density * g * h
rigidity = M * h**3 / (12 * (1 + nu))
bending = (slope.T @ (measure[:, None] * slope)
           + ratio.T @ (measure[:, None] * ratio)
           + nu * slope.T @ (measure[:, None] * ratio)
           + nu * ratio.T @ (measure[:, None] * slope))
heights = (1 - x[:, None]**(powers + 1)) / (powers + 1)
coefficients = np.linalg.solve(bending, measure @ heights)
sag_energy = (coefficients / (powers + 1)).sum() * q_weight*a**4/rigidity
sag = 3 * (5 + nu) * q_weight * a**4 / (16 * M * h**3)
assert np.isclose(sag, sag_energy, rtol=1e-7)

# Curvature from heat flowing through the wafer
dT = heat_flux * h / conductivity
k_heat = release([(-h/2, h/2, M, lambda z: -M*alpha*dT*z/h)])[1]
assert np.isclose(k_heat, alpha * dT / h, rtol=1e-9)
dT_equal = k0 * h / alpha

print(f"Layer stress magnitude S: {S/1e9:.2f} GPa")
print(f"Layer thickness t: {t*1e9:.0f} nm")
print(f"Wafer thickness h: {h*1e6:.0f} um")
print(f"Biaxial modulus M: {M/1e9:.0f} GPa")
print(f"Wafer diameter: {diameter*1e3:.0f} mm")
print(f"Free expansion strain S/M: {100*S/M:.3f} %")
print(f"Force per width S t: {S*t:.1f} N/m")
print(f"Stoney radius R: {R:.2f} m")
print(f"Stoney curvature: {k0:.6f} 1/m")
print(f"Radius from force and moment balance: {1/k_balance:.2f} m")
print(f"Bow across wafer: {bow*1e6:.2f} um")
print(f"Thickness ratio t/h: {t/h:.3e}")
print(f"Layer stress lost on release: {100*relaxation:.4f} %")
print(f"Tension just below layer: {under_layer/1e6:.3f} MPa")
print(f"Depth of stress-free plane: {neutral_depth*1e6:.1f} um")
print(f"Curvature change, layer modulus 0.7 M: "
      f"{100*(k_soft/k_balance-1):.5f} %")
print(f"Stoney curvature error at t/h = {thick/h:.1f}: "
      f"{100*thick_error:.2f} %")
print(f"Gaussian profile centre depth: {centre*1e9:.0f} nm")
print(f"Gaussian profile standard deviation: {width*1e9:.0f} nm")
print(f"Gaussian profile cutoff depth: {profile_depth*1e9:.0f} nm")
print(f"Gaussian profile peak stress: {peak/1e9:.3f} GPa")
print(f"Gaussian profile radius: {1/k_profile:.2f} m")
print(f"Rough C11, C12, C44: {C11/1e9:.0f}, {C12/1e9:.0f}, "
      f"{C44/1e9:.0f} GPa")
print(f"Biaxial modulus from constants, (001): {M001/1e9:.2f} GPa")
print(f"Biaxial modulus from constants, (111): {M111/1e9:.2f} GPa")
print(f"Rough Poisson ratio: {nu:.2f}")
print(f"Deflection parameter K: {K:.5f}")
print(f"Finite-deflection curvature loss: {100*nonlinear_loss:.4f} %")
print(f"Rough silicon density: {density:.0f} kg/m^3")
print(f"Weight per area: {q_weight:.2f} Pa")
print(f"Gravity sag on edge ring: {sag*1e6:.1f} um")
print(f"Gravity sag / stress bow: {sag/bow:.2f}")
print(f"Rough thermal expansion: {alpha*1e6:.1f} ppm/K")
print(f"Rough thermal conductivity: {conductivity:.0f} W/(m K)")
print(f"Beam heat flux: {heat_flux/1e4:.1f} W/cm^2")
print(f"Temperature difference through wafer: {dT:.4f} K")
print(f"Thermal / stress curvature: {100*k_heat/k0:.2f} %")
print(f"Temperature difference matching stress bow: {dT_equal:.3f} K")
print("OK")
```

It prints:

```
Layer stress magnitude S: 1.00 GPa
Layer thickness t: 100 nm
Wafer thickness h: 775 um
Biaxial modulus M: 180 GPa
Wafer diameter: 300 mm
Free expansion strain S/M: 0.556 %
Force per width S t: 100.0 N/m
Stoney radius R: 180.19 m
Stoney curvature: 0.005550 1/m
Radius from force and moment balance: 180.21 m
Bow across wafer: 62.43 um
Thickness ratio t/h: 1.290e-04
Layer stress lost on release: 0.0516 %
Tension just below layer: 0.516 MPa
Depth of stress-free plane: 516.7 um
Curvature change, layer modulus 0.7 M: 0.01548 %
Stoney curvature error at t/h = 0.1: 11.11 %
Gaussian profile centre depth: 60 nm
Gaussian profile standard deviation: 25 nm
Gaussian profile cutoff depth: 200 nm
Gaussian profile peak stress: 1.609 GPa
Gaussian profile radius: 180.22 m
Rough C11, C12, C44: 166, 64, 80 GPa
Biaxial modulus from constants, (001): 180.65 GPa
Biaxial modulus from constants, (111): 229.84 GPa
Rough Poisson ratio: 0.28
Deflection parameter K: 0.04028
Finite-deflection curvature loss: 0.1162 %
Rough silicon density: 2330 kg/m^3
Weight per area: 17.71 Pa
Gravity sag on edge ring: 105.9 um
Gravity sag / stress bow: 1.70
Rough thermal expansion: 2.6 ppm/K
Rough thermal conductivity: 150 W/(m K)
Beam heat flux: 1.0 W/cm^2
Temperature difference through wafer: 0.0517 K
Thermal / stress curvature: 3.12 %
Temperature difference matching stress bow: 1.654 K
OK
```
